\section*{Zero-point volume expansion of aluminium: a Debye–Grüneisen estimate}

\section*{Problem}

The atoms of a crystal keep moving at zero temperature. Their zero-point energy falls when the crystal expands, so it pushes the crystal outward. Take these rough low-temperature values for aluminium:
\[
\theta=430~\mathrm{K},\quad \gamma=2.2,\quad B=79~\mathrm{GPa},\quad
\Omega=16.4~\text{\AA}^3,\quad B'=4.5 .
\]
Here $\theta$ is the Debye temperature, $\gamma=-d\ln\theta/d\ln\Omega$ the Grüneisen parameter, $B$ the bulk modulus, $\Omega$ the volume per atom and $B'$ the pressure derivative of the bulk modulus.

\begin{enumerate}
\item[(a)] By what fraction does zero-point motion enlarge the volume at zero temperature and zero external pressure?
\item[(b)] The values of $B$ and $\Omega$ come from a crystal that already has zero-point motion. How much does this matter?
\item[(c)] How does the expansion compare with that caused by heating to 300 K, and can it be seen in a plot of volume against temperature?
\item[(d)] How large an error may the Debye model itself introduce?
\end{enumerate}

\section*{Solution}

\subsection*{The two crystals being compared}

The reference is a crystal whose nuclei are held at rest at the lattice sites, while the electrons are in their quantum ground state. Its energy per atom, $E_s(\Omega)$, has a minimum at a volume $\Omega_s$. Cooling cannot produce this crystal, but a static electronic-structure calculation describes it. The real crystal at zero temperature has the energy $E_s(\Omega)+E_z(\Omega)$, where $E_z$ is the zero-point energy per atom. The quantity sought is
\[
x=\frac{\Omega-\Omega_s}{\Omega_s},
\]
with $\Omega$ at the minimum of the total energy.

\subsection*{(a) The first-order estimate}

\paragraph{Zero-point energy.}
A harmonic mode of angular frequency $\omega$ has the ground-state energy $\hbar\omega/2$. A crystal of $N$ atoms, with one atom per primitive cell, has $N$ allowed wavevectors and three modes for each. The Debye model gives all modes the linear law $\omega=vk$ and places the wavevectors, with uniform density, in a sphere of radius $k_D$. The mean wavenumber is
\[
\langle k\rangle=\frac{\int_0^{k_D}k\,k^2\,dk}{\int_0^{k_D}k^2\,dk}
=\frac{k_D^4/4}{k_D^3/3}=\frac34\,k_D .
\]
The Debye temperature is defined by $k_B\theta=\hbar v k_D$. Three modes per atom therefore give
\begin{equation}
E_z=3\cdot\frac12\,\hbar v\langle k\rangle
=3\cdot\frac12\cdot\frac34\,k_B\theta=\frac98\,k_B\theta .
\label{ez}
\end{equation}
With $k_B\theta=37.05$ meV, this is $E_z=41.7$ meV per atom.

\paragraph{Zero-point pressure.}
The definition of $\gamma$ gives $d\theta/d\Omega=-\gamma\theta/\Omega$. Pressure is minus the derivative of energy with respect to volume, so
\begin{equation}
P_z=-\frac{dE_z}{d\Omega}=-\frac98k_B\frac{d\theta}{d\Omega}
=\frac{\gamma E_z}{\Omega}.
\label{pz}
\end{equation}
It is positive because $\gamma>0$: the vibrations soften as the crystal expands, and expansion lowers their energy. For aluminium,
\[
P_z=\frac{2.2\times41.7~\mathrm{meV}}{16.4~\text{\AA}^3}
=0.896~\mathrm{GPa}.
\]

\paragraph{Force balance.}
At zero external pressure the total energy is stationary, which means $P_s+P_z=0$ with $P_s=-dE_s/d\Omega$. Near its own minimum the static crystal obeys $P_s\simeq-Bx$, by the definition of the bulk modulus. The balance $-Bx+P_z=0$ gives $x\simeq\varepsilon$, where
\begin{equation}
\boxed{\;\varepsilon=\frac{P_z}{B}=\frac{\gamma E_z}{B\Omega}
=\frac{9\,\gamma\,k_B\theta}{8\,B\,\Omega}\;}
\label{eps}
\end{equation}
The product $B\Omega$ is 8.086 eV, so
\[
\varepsilon=\frac{2.2\times0.0417~\mathrm{eV}}{8.086~\mathrm{eV}}
=0.0113 .
\]
The volume expansion is about 1.1\%. Since the volume of a cubic crystal varies as the cube of its lattice constant, a small linear strain is one third of this, about 0.38\%.

The formula compares two energies. The numerator is a vibrational energy of some tens of meV, and the denominator is an elastic energy of several eV. In the harmonic model $\theta$ varies as $M^{-1/2}$ with the atomic mass $M$ at fixed force constants, so the effect vanishes for infinitely heavy nuclei. It also vanishes for $\gamma=0$, however large the zero-point energy. This holds within the quasi-harmonic approximation used throughout, where the modes are harmonic at each volume and push outward only because their frequencies depend on volume; explicit anharmonic terms of higher order, neglected here, can shift the volume even when $\gamma=0$. The first-order result holds only while $\varepsilon$ is small, that is, while $\gamma E_z$ is a small fraction of $B\Omega$.

\paragraph{Spread of the inputs.}
The table shows equation (\ref{eps}) for three sets of aluminium inputs and for the model crystal of part (d), whose $\gamma$ is the high-temperature average over modes. The atomic volume is held at $16.4~\text{\AA}^3$ throughout.

\begin{center}
\begin{tabular}{lcccc}
\hline
Case & $\theta$ (K) & $\gamma$ & $B$ (GPa) & $\varepsilon$ (\%)\\
\hline
Al, low & 390 & 2.1 & 80 & 0.97\\
Al, central & 430 & 2.2 & 79 & 1.13\\
Al, high & 430 & 2.3 & 76 & 1.23\\
Model crystal & 523 & 2.07 & 79 & 1.30\\
\hline
\end{tabular}
\end{center}

The aluminium cases support the statement ``roughly one percent'', but not a second decimal place. Further digits below serve to compare corrections within the model.

\subsection*{(b) Static and observed inputs}

Equation (\ref{eps}) does not say whether $B$ and $\Omega$ belong to the static or to the real crystal. The difference is of second order in $\varepsilon$. To find it, let the static bulk modulus rise linearly with pressure:
\[
-\Omega\frac{dP_s}{d\Omega}=B_0+B'P_s ,
\]
where $B_0$ is its value at $\Omega_s$. Separating the variables and integrating from $P_s=0$ at $\Omega_s$ gives
\[
\frac1{B'}\ln\!\left(1+\frac{B'P_s}{B_0}\right)
=\ln\frac{\Omega_s}{\Omega},
\]
which is the Murnaghan equation,
\begin{equation}
P_s=\frac{B_0}{B'}\left[\left(\frac{\Omega_s}{\Omega}\right)^{B'}-1\right].
\label{murn}
\end{equation}

\paragraph{If the inputs are static.}
Put $\Omega=\Omega_s(1+x)$ in (\ref{murn}) and use $(1+x)^{-B'}\simeq1-B'x+B'(B'+1)x^2/2$:
\[
P_s\simeq B_0\left[-x+\frac{B'+1}{2}x^2\right].
\]
For constant $\gamma$, $E_z$ varies as $\Omega^{-\gamma}$ and $P_z=\gamma E_z/\Omega$ as $\Omega^{-\gamma-1}$. Hence $P_z\simeq B_0\varepsilon[1-(\gamma+1)x]$, with $\varepsilon$ evaluated at $\Omega_s$. The balance becomes
\[
-x+\frac{B'+1}{2}x^2+\varepsilon-(\gamma+1)\varepsilon x=0 .
\]
In the two small terms $x$ may be replaced by $\varepsilon$, which leaves
\begin{equation}
x\simeq\varepsilon+\left[\frac{B'+1}{2}-\gamma-1\right]\varepsilon^2 .
\label{second}
\end{equation}
The bracket is $2.75-3.2=-0.45$. Two effects nearly cancel: the static crystal softens as it expands, and the zero-point pressure drops. The expansion changes from 1.134\% to 1.128\%. The sign of this small change rests on the constant $\gamma$. If $\gamma\propto\Omega^q$, the bracket gains a term $+q$, and $q=1$ gives 1.141\%. The frequency-weighted $\gamma$ of the model crystal in part (d) has $q\approx1$.

\paragraph{If the inputs are observed.}
Now $\Omega$ and $B$ belong to the real crystal. The observed modulus is the sum of a static and a zero-point part, and the latter is
\[
-\Omega\frac{dP_z}{d\Omega}=(\gamma+1)P_z ,
\]
because $P_z\propto\Omega^{-\gamma-1}$. The static modulus at the observed volume is therefore
\[
B_s=B-(\gamma+1)P_z=79-3.2\times0.896=76.13~\mathrm{GPa}.
\]
At this volume the static crystal is under tension, with $P_s=-P_z$. The linear law for its modulus then reads $B_s=B_0-B'P_z$, so
\[
B_0=B_s+B'P_z=76.13+4.5\times0.896=80.16~\mathrm{GPa}.
\]
Equation (\ref{murn}) also gives $B_0+B'P_s=B_0(\Omega_s/\Omega)^{B'}$. The left side is $B_s$, and hence
\begin{equation}
\frac{\Omega}{\Omega_s}=\left(\frac{B_0}{B_s}\right)^{1/B'}
=\left(\frac{80.16}{76.13}\right)^{1/4.5}=1.0115 .
\label{observed}
\end{equation}
For constant $\gamma$ the expansion is 1.15\% instead of 1.13\%. For $\gamma\propto\Omega^q$ the zero-point modulus is $(\gamma+1-q)P_z$, and with $q=1$ both readings of the inputs give 1.14\%. The choice of inputs matters much less than their uncertainty.

The observed lattice constant of this face-centred cubic crystal is $a=(4\Omega)^{1/3}=4.033~\text{\AA}$, since the cubic cell holds four atoms. The static one is smaller by
\[
a\left[1-\left(\frac{\Omega_s}{\Omega}\right)^{1/3}\right]=0.015~\text{\AA}.
\]
This is the Debye estimate of the correction to add to a static calculated lattice constant before comparing it with a low-temperature measurement. Its last digit is uncertain: a product $\gamma E_z$ lower by about 10\%, of the kind found in part (d), makes it $0.014~\text{\AA}$, and the 13\% deficit in $E_z$ taken alone makes it $0.013~\text{\AA}$.

\subsection*{(c) Heating and the hidden reference}

\paragraph{Thermal expansion to 300 K.}
At temperature $T$ a mode has the free energy $f=k_BT\ln[2\sinh(\hbar\omega/2k_BT)]$ and the mean energy
\[
e=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT}
=\omega\,\frac{\partial f}{\partial\omega}.
\]
Its pressure at fixed temperature is $-(\partial f/\partial\omega)(d\omega/d\Omega)$, and $d\omega/d\Omega=-\gamma\omega/\Omega$. The result is $\gamma e/\Omega$, the same law as for zero-point motion. To first order, with $\gamma$, $B$ and $\Omega$ held fixed, heating adds the strain $\gamma E_T/(B\Omega)$, where $E_T$ is the vibrational energy above the zero-point energy.

In the Debye model the number of modes per atom with $\hbar\omega/k_B$ between $t$ and $t+dt$ is $9t^2dt/\theta^3$, which integrates to three. The total vibrational energy per atom is
\begin{equation}
E(T)=\frac{9k_B}{\theta^3}\int_0^\theta t^2\,\frac t2\coth\frac{t}{2T}\,dt .
\label{et}
\end{equation}
Numerical quadrature at 300 K gives $E_T=E(300~\mathrm K)-E_z=43.6$ meV, and
\[
\frac{\gamma E_T}{B\Omega}=\frac{2.2\times0.0436}{8.086}=0.0119 .
\]
In this model, heating from zero to 300 K expands aluminium by about 1.2\%, nearly the same amount as its zero-point motion.

\paragraph{What the high-temperature line reveals.}
For small $z$, $z\coth z\simeq1+z^2/3$. With $z=t/2T$,
\[
\frac t2\coth\frac t{2T}\simeq T+\frac{t^2}{12T}.
\]
Inserting this in (\ref{et}) gives
\[
E(T)\simeq\frac{9k_B}{\theta^3}\left[\frac{T\theta^3}{3}
+\frac{\theta^5}{60T}\right]
=3k_BT+\frac{3k_B\theta^2}{20T}.
\]
There is no constant term. The zero-point energy has not been removed; the thermal part $E_T$ approaches $3k_BT-E_z$, and the two constants cancel. In the linear model the volume follows the total vibrational energy:
\[
\Omega(T)\simeq\Omega_s\left[1+\frac{\gamma E(T)}{B\Omega}\right].
\]
Its high-temperature asymptote, extended back to $T=0$, therefore ends at the static volume $\Omega_s$. The real curve bends away and levels off above that point, and the gap is the zero-point expansion.

This reading has a limited use. Relative to $E_z$, the neglected term is
\[
\frac{3k_B\theta^2/(20T)}{9k_B\theta/8}=\frac{2\theta}{15T},
\]
or about 6\% at 900 K, not far below the melting point of aluminium. A tangent drawn at that temperature has twice this error in its intercept, because the intercept of a term $A/T$ is $A/T-T(-A/T^2)=2A/T$. In a real crystal $B$, $\gamma$ and $\Omega$ also change on heating and bend the line, so the extrapolation illustrates the reference volume better than it measures it.

\subsection*{(d) The error of the Debye model}

A Debye temperature taken from low-temperature data describes long waves. Most of the zero-point energy lies in short ones, whose frequencies do not follow the linear law. A model crystal with calculable phonons shows how much this can matter.

\paragraph{The model.}
Atoms of mass 27.0 u sit on a face-centred cubic lattice, and nearest neighbours interact through the Morse potential
\[
\phi(r)=D\left[\left(e^{-\alpha(r-r_0)}-1\right)^2-1\right],
\qquad \alpha r_0=5.0 .
\]
Each atom has twelve bonds, each shared by two atoms, so $E_s=6\phi(r)$. The atomic volume is $\Omega=r^3/\sqrt2$, and $16.4~\text{\AA}^3$ requires $r_0=2.852~\text{\AA}$. At the static minimum $\phi'(r_0)=0$ and $dr/d\Omega=r/(3\Omega)$, so
\[
B=\Omega\frac{d^2E_s}{d\Omega^2}
=6\,\Omega\,\phi''\left(\frac{r_0}{3\Omega}\right)^2
=\frac{2\sqrt2}{3}\,\frac{\phi''}{r_0}.
\]
A static modulus of 79 GPa fixes $\phi''(r_0)=23.9$ N/m, and then $D=\phi''/(2\alpha^2)$. The squared frequencies at wavevector $\mathbf k$ are the eigenvalues of
\begin{equation}
\mathsf D(\mathbf k)=\frac1M\sum_{\mathbf R}
\left(1-\cos\mathbf k\cdot\mathbf R\right)
\left[\phi''\,\mathbf n\mathbf n^{T}
+\frac{\phi'}{r}\left(\mathsf 1-\mathbf n\mathbf n^{T}\right)\right],
\label{dyn}
\end{equation}
where $\mathbf R=r\mathbf n$ runs over the twelve neighbours.

\paragraph{Energy.}
The long-wave sound speeds of (\ref{dyn}), combined as the average of $v^{-3}$ over directions and branches, give $\theta=523$ K. Equation (\ref{ez}) would then give $E_z=50.7$ meV. Summing $\hbar\omega/2$ over a uniform mesh of $14^3$ wavevectors gives 44.0 meV, which is 0.87 of the Debye value.

The deficit comes from the bending of the phonon branches. At $r_0$ the second term of (\ref{dyn}) vanishes. Since $1-\cos y\le y^2/2$, no frequency exceeds that of the linear law at the same wavevector. The average of $v^{-3}$ gives the Debye model the same density of modes in frequency as this linear law with its direction-dependent speeds. The Debye cut-off therefore selects the $3N$ lowest of the linear modes, so filling the true Brillouin zone with linear modes could not give a lower energy. The lower energy must therefore come from the bending.

\paragraph{Grüneisen parameter.}
At high temperature every mode has energy $k_BT$, and thermal expansion measures the plain average of the mode parameters $\gamma_i$. Zero-point pressure weights them by frequency:
\[
P_z=\frac1\Omega\sum_i\gamma_i\frac{\hbar\omega_i}{2},
\]
with the sum taken per atom. Finite differences in bond length give 2.07 for the plain average and 2.12 for the weighted one. This partly offsets the error in the energy.

\paragraph{Expansion.}
Minimizing the static energy plus the phonon sum, with the phonons recalculated at each bond length, gives an expansion of 1.17\%. This full result is still quasi-harmonic. The Debye estimate, from $\theta=523$ K and $\gamma=2.07$, is 1.30\%. It is too high by 11\% of the full result. This figure depends on which $\gamma$ is paired with $\theta$. The value 2.07 is the high-temperature average, the kind that thermal expansion supplies. The derivative $-d\ln\theta/d\ln\Omega$ of the sound-speed $\theta$ is only 1.76 in this model, and with it equation (\ref{eps}) gives 1.10\%, about 6\% below the full result. The excess of 11\% hardly depends on the Morse parameter (10 to 11\% for $\alpha r_0$ from 3.5 to 6), but the shortfall does: it is 16\% at $\alpha r_0=3.5$ and 3\% at $\alpha r_0=6$.

This crystal is not a phonon model of aluminium: its Debye temperature is well above 430 K, and its $B'=\alpha r_0+1=6$ exceeds 4.5. If the same relative error applied to aluminium, the central estimate would fall from 1.13\% to about 1.0\%. That transfer is a conjecture, and it presumes that $\gamma=2.2$ is a high-temperature average. It suggests that the Debye model and the inputs may contribute errors of similar size.

\section*{Aluminium in a chip}

The inputs can be tried on a quantity that is measured directly. The linear thermal expansion coefficient of the model is $\gamma C/(3B\Omega)$, with $C=dE/dT$ the heat capacity per atom. Equation (\ref{et}) gives $C=2.71\,k_B$ at 300 K, and the coefficient is 21 ppm/K. The measured value is roughly 23 ppm/K. Letting $B$ and $\Omega$ follow the temperature in the model of part (b) raises the coefficient to 22--23 ppm/K, so the inputs are consistent with one another. This is not an independent test, because values of $\gamma$ near 2.2 are usually derived from the measured expansion coefficient.

An aluminium line on a chip is not free of stress, as was assumed here. Consider a film held at an equal in-plane tension of 0.2 GPa, a round value. The mean tension is two thirds of this, and the volume rises by $2(0.2)/(3\times79)=0.17\%$. In equation (\ref{eps}), $E_z$ varies as $\Omega^{-\gamma}$ and, for the static crystal, $B$ varies as $\Omega^{-B'}$. Thus
\[
\frac{d\ln\varepsilon}{d\ln\Omega}=B'-\gamma-1=1.3 ,
\]
for constant $\gamma$, and the zero-point expansion changes by about 0.2\% of itself. For $\gamma\propto\Omega$ the slope is 2.3 and the change 0.4\%. Either is negligible.

Zero-point expansion is not an additional source of mismatch stress on cooling. It is already contained in the measured lattice constants of the film and the substrate. Thermal mismatch stress comes from the difference between their thermal strains over the temperature change. The zero-point term is needed when a lattice constant calculated for nuclei at rest is used in place of a measured one: for aluminium, the omitted linear strain of about 0.4\% is about as large as the thermal strain of the model between zero and 300 K.
